# Comment on a claimed CPT equality of partial decay widths

**The argument under review**

An unstable particle $X$ carries a conserved charge, so it cannot mix with its antiparticle $\bar X$. It decays to two channels, $f=1,2$, through an interaction $H_w$. The manuscript reasons as follows.

> The CPT operator commutes with the Hamiltonian and turns $X$ into $\bar X$ and $f$ into $\bar f$. It is antiunitary, so it complex conjugates matrix elements. Hence the amplitude for $\bar X\to\bar f$ is the conjugate of the amplitude for $X\to f$, the two moduli agree, and $\Gamma(\bar X\to\bar f)=\Gamma(X\to f)$ for each $f$. A measured difference between these partial widths would therefore show that CPT is violated.

The calculation offered in support is a tree-level one, and it does give equal partial widths. The question is whether CPT is the reason, and whether the equality survives beyond that order.

**Which states does CPT relate?**

I use $\hbar=c=1$. Let $H_s$ denote the interactions among the decay products, and let $H=H_0+H_s$ be the Hamiltonian without $H_w$. To first order in $H_w$ the decay amplitude is

$$A_f=\langle f,\mathrm{out}|H_w|X\rangle .$$

The out state is needed because a detector records the particles after they have finished interacting. The scattering states are

$$|f,\mathrm{out/in}\rangle=\lim_{t\to\pm\infty}e^{iHt}e^{-iH_0t}|f\rangle ,$$

with the upper sign for out. The CPT operator $\Theta$ commutes with $H$ and $H_0$, but it changes $i$ into $-i$. Therefore

$$\Theta\,e^{iHt}e^{-iH_0t}|f\rangle=e^{-iHt}e^{iH_0t}|\bar f\rangle ,$$

and the limit $t\to+\infty$ on the right is the one that defines an in state. So $\Theta|f,\mathrm{out}\rangle=|\bar f,\mathrm{in}\rangle$, and likewise $\Theta|f,\mathrm{in}\rangle=|\bar f,\mathrm{out}\rangle$. Constant phases are absorbed in the states. All particles here are scalars; with spin, $\Theta$ also reverses spin projections, which the labels of the states would then have to include.

Since $\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*$, the antiparticle amplitude is

$$\bar A_f=\langle\bar f,\mathrm{out}|H_w|\bar X\rangle=\langle f,\mathrm{in}|H_w|X\rangle^* .$$

The manuscript has "out" where this equation has "in". To compare with $A_f$, insert a complete set of out states and use $S_{hf}=\langle h,\mathrm{out}|f,\mathrm{in}\rangle$:

$$\langle f,\mathrm{in}|H_w|X\rangle=\sum_h S_{hf}^*A_h
\quad\Longrightarrow\quad
\bar A_f=\sum_h S_{hf}A_h^* .$$

This is what CPT says about a single channel. Squaring and summing gives

$$\sum_f|\bar A_f|^2=\sum_{h,k}A_h^*A_k\sum_f S_{hf}S_{kf}^*=\sum_h|A_h|^2 ,$$

because the sum over $f$ is $(SS^\dagger)_{hk}=\delta_{hk}$. Here the states are normalized to unit completeness at fixed energy, so these squares are proportional to partial widths. The total widths agree. If $S$ splits into blocks of channels that do not scatter into one another, the same steps hold within each block.

The manuscript's equality follows, whatever the values of the decay amplitudes, in two cases. If $S=1$, then $\bar A_f=A_f^*$. If $S$ is diagonal, $S_{ff}=e^{2i\delta_f}$, then $\bar A_f=e^{2i\delta_f}A_f^*$ and the moduli still agree. A rescattering phase is thus not sufficient by itself: rescattering must change the channel.

**Why the tree-level check could not reveal the error**

Write $S=1+iT$ for the full process, treating $X$ as an external particle at this order. Unitarity, $S^\dagger S=1$, gives

$$T-T^\dagger=iT^\dagger T .$$

The right side is a sum over real intermediate states. In a tree amplitude whose internal lines are all off shell there are none, so $T_{fi}=T_{if}^*$. CPT separately gives $T_{\bar f\bar i}=T_{if}$, with initial and final states exchanged. Together they yield $|T_{\bar f\bar i}|=|T_{fi}|$. This derivation of equal partial widths uses both relations, and the first is a property of the order of approximation, not of CPT.

An internal line given a Breit–Wigner width is outside this conclusion. That width is the absorptive part of a self-energy, so a loop with real intermediate states has already been included.

**A model in which the difference can be computed**

Let channel $f$ contain two distinguishable scalars $a_f,b_f$, with interaction density

$$\mathcal H_{\rm int}=\sum_f\left[g_fX(a_fb_f)^\dagger+\mathrm{h.c.}\right]+\sum_{f,h}K_{fh}(a_fb_f)^\dagger(a_hb_h),\qquad K=K^\dagger .$$

The $g_f$ have the dimension of mass and the $K_{fh}$ are dimensionless. Reading the same terms for antiparticles replaces $g$ by $g^*$ and $K$ by $K^T=K^*$.

Coupling phases can be moved by redefining fields. If $X\to e^{i\alpha}X$ and $a_fb_f\to e^{i\beta_f}a_fb_f$, then $g_f$ gains the phase $\alpha-\beta_f$ and $K_{12}$ gains $\beta_2-\beta_1$. In the product

$$J=g_1^*K_{12}g_2$$

the phases add to $-(\alpha-\beta_1)+(\beta_2-\beta_1)+(\alpha-\beta_2)=0$. A rate can depend on the phase of $J$, but not on those of the three couplings separately. CP violation in this model means $\operatorname{Im}J\neq0$.

*Phase space.* The two-body phase space for a decay at rest is

$$\Phi_f=\int\frac{d^3k}{(2\pi)^3\,4E_aE_b}\,2\pi\,\delta(M-E_a-E_b)=\frac1{4\pi}\int\frac{k^2dk}{E_aE_b}\,\delta(M-E_a-E_b).$$

At the solution $k=p_f$ the derivative of $E_a+E_b$ is $p_f/E_a+p_f/E_b=p_fM/(E_aE_b)$, so $\Phi_f=p_f/(4\pi M)$. With $\Gamma_f=\Phi_f|A_f|^2/(2M)$,

$$\Gamma_f=\frac{\rho_f}{M}|A_f|^2,\qquad \rho_f=\frac{p_f}{8\pi M}.$$

From here on, $A_f$ is the relativistically normalized amplitude.

*The loop.* Let $iG_h$ be the integral $\int d^4k/(2\pi)^4$ of the two denominators $1/(k^2-m_a^2+i\epsilon)$ and $1/((P-k)^2-m_b^2+i\epsilon)$. A Feynman parameter $x$ gives, up to a real constant,

$$G_h=-\frac1{16\pi^2}\int_0^1dx\,\ln\frac{\Delta-i\epsilon}{\mu^2},\qquad
\Delta=M^2x^2-(M^2+m_b^2-m_a^2)x+m_b^2 .$$

Where $\Delta<0$ the logarithm has imaginary part $-\pi$. Above threshold this happens between the two roots, whose separation is $\sqrt{(M^2+m_b^2-m_a^2)^2-4M^2m_b^2}/M^2=2p_h/M$. Hence $\operatorname{Im}G_h=(1/16\pi)(2p_h/M)=\rho_h$. For a closed channel $\Delta$ stays positive and $G_h$ is real.

*One rescattering.* The tree graph is $-ig_f$. The loop graph is $(-iK_{fh})(-ig_h)(i)(i)(iG_h)=+iK_{fh}G_hg_h$. Taking out the common factor $-i$,

$$A_f=g_f-\sum_hK_{fh}G_hg_h .$$

To first order in $K$,

$$|A_1|^2=|g_1|^2-2K_{11}|g_1|^2\operatorname{Re}G_1-2\operatorname{Re}(JG_2).$$

For $\bar X$, $J$ becomes $J^*$ while $G_2$ is unchanged, since it depends on masses alone. Because $\operatorname{Re}(JG_2)=\operatorname{Re}J\operatorname{Re}G_2-\rho_2\operatorname{Im}J$, the difference of the squares is $4\rho_2\operatorname{Im}J$, and

$$\Gamma_1-\bar\Gamma_1=\frac{4\rho_1\rho_2}{M}\operatorname{Im}J .$$

In channel 2 the corresponding invariant is $g_2^*K_{21}g_1=J^*$, so the difference has the opposite sign. The real parts of the loops, with their dependence on $\mu$, have dropped out. Both factors are visible: $\operatorname{Im}J$ from the couplings, and $\rho_2$ from real propagation in the other channel.

**Repeated rescattering**

One could ask whether the cancellation between channels is an accident of first order. Summing the chain of two-particle loops gives $A=(1+KG)^{-1}g$. With $G=R+i\rho$, where $R$ and $\rho$ are real diagonal matrices,

$$1+KG=(1+KR)\left[1+i(1+KR)^{-1}K\rho\right].$$

Define renormalized couplings at $s=M^2$ by $K_r=(1+KR)^{-1}K$ and $g_r=(1+KR)^{-1}g$. The identity $K(1+RK)=(1+KR)K$ shows that $K_r=K(1+RK)^{-1}=K_r^\dagger$. As $R$ is real, the antiparticle has $K_r^*$ and $g_r^*$. Dropping the subscript,

$$A=(1+iK\rho)^{-1}g .$$

For two channels the inverse is

$$A_1=\frac{(1+iK_{22}\rho_2)g_1-iK_{12}\rho_2g_2}{D},$$

$$D=(1+iK_{11}\rho_1)(1+iK_{22}\rho_2)+|K_{12}|^2\rho_1\rho_2 .$$

$D$ is the same for $X$ and $\bar X$. The interference term in $|D|^2|A_1|^2$ is

$$2\operatorname{Re}\left[(1-iK_{22}\rho_2)(-i\rho_2)J\right]=2\rho_2\left(\operatorname{Im}J-K_{22}\rho_2\operatorname{Re}J\right).$$

The $\operatorname{Im}J$ part changes sign for $\bar X$, so

$$\Gamma_1-\bar\Gamma_1=\frac{4\rho_1\rho_2\operatorname{Im}J}{M|D|^2}=-(\Gamma_2-\bar\Gamma_2),$$

where channel 2 follows by exchanging the labels, which sends $J$ to $J^*$. The totals agree for any strength of $K$ in this two-channel model.

The model leaves out crossed contact loops and channels with more particles. With the masses used below, $X\to a_1b_1b_1\bar b_1$ is open, with threshold 90 GeV and a rate that starts at order $K^2$. The first-order difference is unaffected. The higher-order numbers belong to the two-channel model.

**Numbers for the authors' case**

Take $M=100$ GeV, channel masses $(30,20)$ and $(50,30)$ GeV, $g_1=10$ GeV, $g_2=20$ GeV, $K_{11}=3$, $K_{22}=5$ and $K_{12}=4e^{i\pi/3}$. These are round model parameters.

The momenta are 43.08 and 29.39 GeV, so $\rho_1=0.01714$ and $\rho_2=0.01170$. The tree widths are

$$\frac{0.01714\times10^2}{100}\ \mathrm{GeV}=17.14\ \mathrm{MeV},\qquad
\frac{0.01170\times20^2}{100}\ \mathrm{GeV}\simeq46.78\ \mathrm{MeV},$$

the same for $X$ and $\bar X$. Next, $\operatorname{Im}J=10\times4\times20\times\sin60^\circ=692.8\ \mathrm{GeV}^2$, and one rescattering gives

$$\Gamma_1-\bar\Gamma_1=\frac{4\times0.01714\times0.01170\times692.8}{100}\ \mathrm{GeV}\simeq5.56\ \mathrm{MeV}.$$

Dividing by $|D|^2=1.0125$ gives 5.49 MeV for the summed chain. The widths are then:

| | $X$ (MeV) | $\bar X$ (MeV) |
|---|---|---|
| channel 1 | 19.79 | 14.30 |
| channel 2 | 43.56 | 49.04 |
| total | 63.35 | 63.35 |

The common lifetime is $1.04\times10^{-23}$ s. The asymmetries $(\Gamma_f-\bar\Gamma_f)/(\Gamma_f+\bar\Gamma_f)$ are $+0.161$ and $-0.059$. The absolute differences are opposite, so the channel with the smaller summed width has the larger asymmetry. At leading order the channel 1 asymmetry is $2\rho_2\operatorname{Im}J/|g_1|^2$: it is controlled by the phase space of the *other* channel and vanishes as that channel closes.

The total lies 0.9% below its tree value of 63.92 MeV. With the couplings renormalized at $s=M^2$, which absorb the real parts of the loops, there is no first-order shift, because the $\operatorname{Im}J$ terms cancel between channels. The total does depend on the phase of $K_{12}$ through $\operatorname{Re}J$: adding the two interference terms gives

$$-\frac{2\rho_1\rho_2(K_{11}\rho_1+K_{22}\rho_2)\operatorname{Re}J}{M|D|^2},$$

which is even under $J\to J^*$. Accordingly the total runs from 63.17 MeV at phase $0^\circ$ to 63.87 MeV at $180^\circ$, and both asymmetries vanish at these two phases. Going from $90^\circ$ to $270^\circ$ reverses the asymmetries and leaves the total at 63.52 MeV.

**A check that does not use scattering theory**

Replace each continuum by closely spaced levels, couple them to one unstable level, and diagonalize the resulting matrix $H$, which now includes the decay coupling. The antiparticle has $H^*=H^T$. Its survival amplitude is

$$\langle X|e^{-iH^Tt}|X\rangle=\langle X|(e^{-iHt})^T|X\rangle=\langle X|e^{-iHt}|X\rangle ,$$

so the two decay curves coincide at all times. For a transition the same step gives $\langle f|e^{-iH^Tt}|X\rangle=\langle X|e^{-iHt}|f\rangle$. This is the reverse process $f\to X$, not $X\to f$, and nothing here forces the two moduli to agree.

The evolved state ends in channel 1 with probability 0.312 for $X$ and 0.226 for $\bar X$. The difference, 0.0866, agrees with $5.49/63.35$ from the widths. The decay rate comes out 0.5% above the derived total width, within the 2% allowed for a continuum of finite bandwidth.

The same evolution tests what happens when an ingredient is removed. The population difference vanishes to within $10^{-9}$ with complex $g_f$ and no rescattering, with complex $g_f$ and elastic rescattering alone, and with complex $g_f$ and $K_{12}$ chosen so that $J$ is real. With channel 2 closed, by masses of 60 and 50 GeV, the one-loop difference vanishes although the real part of the loop, 0.0048 at $\mu=50$ GeV, does not. A separate test with four channels in two blocks confirms the relation $\bar A_f=\sum_hS_{hf}A_h^*$ and the equality of the summed rates within each block. The program asserts each of these checks against a numerical tolerance.

**What the manuscript may conclude from data**

A difference in one partial width is not by itself evidence against CPT when that channel rescatters into other open channels, as long as it stays within what the rescattering allows. For a block of two channels, $\bar A_1=S_{11}A_1^*+S_{21}A_2^*$ with unitary $S$ makes $|\bar A_1|^2-|A_1|^2$ a Hermitian form in the amplitudes with eigenvalues $\pm|S_{12}|$, so $|\Gamma_1-\bar\Gamma_1|\le|S_{12}|(\Gamma_1+\Gamma_2)$. In the example $|S_{12}|=2\sqrt{\rho_1\rho_2}\,|K_{12}|/|D|=0.113$, and the bound is 7.13 MeV. For a channel that forms a block by itself, CPT does force the two widths to agree at this order in $H_w$. Under the assumptions above, a difference in a channel that does rescatter is evidence for CP violation together with channel-changing rescattering, and it predicts a compensating difference in the channels connected to the first. The quantity to compare for a test of CPT is the lifetime, or the sum of widths over a complete block. A sum that omits an open channel of the block can differ between $X$ and $\bar X$ with CPT intact: in the example, someone who detected channel 1 alone would find 19.79 against 14.30 MeV.

## Table of computed values

```
mass of X: 100 GeV
channel 1: masses 30, 20 GeV; |g| = 10 GeV
  momentum p = 43.084 GeV; rho = 0.017143
  Im loop by quadrature = 0.017143
  tree width (X and Xbar) = 17.143 MeV
channel 2: masses 50, 30 GeV; |g| = 20 GeV
  momentum p = 29.394 GeV; rho = 0.011695
  Im loop by quadrature = 0.011696
  tree width (X and Xbar) = 46.782 MeV
K11 = 3, K22 = 5, |K12| = 4, phase of K12 = 60 deg
Im(g1* K12 g2) = 692.82 GeV^2
|D|^2 = 1.012480
full width 1: X 19.7887 MeV, Xbar 14.3010 MeV
  asymmetry (X-Xbar)/(X+Xbar) = +0.16098
full width 2: X 43.5564 MeV, Xbar 49.0441 MeV
  asymmetry (X-Xbar)/(X+Xbar) = -0.05926
total width: X 63.3450 MeV, Xbar 63.3450 MeV
tree total width = 63.9245 MeV
common lifetime = 1.0391e-23 s
width difference, channel 1, one loop = 5.5562 MeV
width difference, channel 1, all orders = 5.4877 MeV
phase of K12 (deg): asymmetry 1, asymmetry 2, total width X (MeV)
    0: +0.00000, +0.00000, 63.1709
   30: +0.09331, -0.03426, 63.2176
   60: +0.16098, -0.05926, 63.3450
   90: +0.18488, -0.06831, 63.5192
  180: +0.00000, +0.00000, 63.8674
  270: -0.18488, +0.06831, 63.5192
time evolution of the discretized Hamiltonian:
  survival at 1 lifetime: X 0.36957, Xbar 0.36957
  decay rate / derived total width = 1.0047
  late populations X: 0.31240, 0.68759
  late populations Xbar: 0.22577, 0.77423
  derived branching fractions X: 0.31240, 0.68760
  derived branching fractions Xbar: 0.22576, 0.77424
  channel 1 difference: evolved 0.08663, derived 0.08663
controls, |channel 1 population difference|:
  no rescattering, complex g: below 1e-9 is True
  elastic rescattering only, complex g: below 1e-9 is True
  complex g and K12, real invariant: below 1e-9 is True
closed channel 2 (masses 60, 50 GeV): Re loop = 0.00480, |difference| < 1e-6 MeV is True
```
